# Can falling contact resistance make a transistor's extracted mobility too high?

**Question**

I extract the mobility of an organic thin-film transistor from its transfer curve in the linear regime, using the slope of drain current against gate voltage. Suppose the result has a peak of about 1.8 cm²/Vs. The contacts are known to be imperfect, and their resistance falls as the gate voltage rises.

My reasoning is this. A contact resistance in series with the channel can only reduce the current. The mobility extracted without correcting for it should therefore be too low, and the peak value should be a safe lower bound for the channel. Is that right? If not, how large can the error be, and which measurement would reveal it?

**Answer**

The first half of the argument is right: a series resistance reduces the current. The second half does not follow, because the extraction uses the slope of the current, not the current itself. A curve can lie below another one everywhere and still be steeper over part of its range.

**The model and the slope**

Take an n-channel device; for a p-channel device, reverse the signs of all voltages and of the current. Let $x=V_G-V_T>0$ be the gate voltage above the true threshold. The channel has length $L$, width $W$, gate capacitance per area $C$ and a constant true mobility $\mu$. For a small drain voltage $V_D$, its resistance is

$$R_{ch}=\frac{1}{kx},\qquad k=\frac{WC\mu}{L}.$$

The source and drain contacts together add an ohmic resistance $R_c(x)$ that depends on the gate voltage but not on the current. The current is

$$I=\frac{V_D}{R_{ch}+R_c},$$

and the usual extraction gives

$$\mu_{app}=\frac{L}{WCV_D}\frac{dI}{dV_G}.$$

With $V_T$ fixed, $dI/dV_G=dI/dx$. Two dimensionless quantities describe the contact:

$$r=\frac{R_c}{R_{ch}},\qquad s=-\frac{d\ln R_c}{d\ln x}.$$

The first is its size relative to the channel. The second is its steepness: locally, $R_c$ falls as $x^{-s}$.

Differentiating the current gives

$$\frac{dI}{dx}=-V_D\,\frac{R_{ch}'+R_c'}{(R_{ch}+R_c)^2}.$$

From the definitions, $R_{ch}'=-1/(kx^2)=-R_{ch}/x$ and $R_c'=-sR_c/x$. Both derivatives are negative for $s>0$, so both make the slope of the current larger:

$$\frac{dI}{dx}=\frac{V_D}{x}\,\frac{R_{ch}+sR_c}{(R_{ch}+R_c)^2}
=\frac{V_D}{xR_{ch}}\,\frac{1+rs}{(1+r)^2}.$$

Since $xR_{ch}=1/k$, the prefactor is $kV_D$. Multiplying by $L/(WCV_D)$ turns $k$ into $\mu$:

$$\boxed{\frac{\mu_{app}}{\mu}=\frac{1+rs}{(1+r)^2}}$$

The denominator contains the loss you had in mind. The term $rs$ in the numerator is the part your argument misses.

Its origin is clearer if the current is written as $I=kxV_{ch}$, where $V_{ch}=V_D/(1+r)$ is the voltage across the channel. Then

$$\frac{dI}{dx}=kV_{ch}+kx\frac{dV_{ch}}{dx}.$$

The first term comes from adding carriers at fixed channel voltage. The second comes from voltage moving from the contact to the channel. Because $r=kxR_c$, we have $dr/dx=r(1-s)/x$, and so

$$\frac{dV_{ch}}{dx}=\frac{V_D\,r(s-1)}{x(1+r)^2}.$$

For $s>1$ the channel gains voltage as the gate is raised. The extraction formula assumes that the channel voltage stays at $V_D$, and so it attributes this gain to mobility.

**How steep is steep enough?**

For $r>0$, the condition $\mu_{app}>\mu$ reads

$$1+rs>1+2r+r^2.$$

Subtracting 1 and dividing by the positive number $r$ gives

$$s>2+r.$$

A falling contact resistance is therefore not sufficient. If it is constant, $s=0$ and the ratio is $1/(1+r)^2$. If it falls as $1/x$, the ratio is $1/(1+r)$. If it falls as $1/x^2$, the ratio is

$$\frac{1+2r}{(1+r)^2}=1-\frac{r^2}{(1+r)^2}<1.$$

All three cases underestimate the mobility. An overestimate needs a local fall faster than $x^{-2}$, by a margin that grows with $r$.

To find the largest ratio for a given steepness, differentiate with respect to $r$ at fixed $s$:

$$\frac{\partial}{\partial r}\frac{1+rs}{(1+r)^2}
=\frac{s(1+r)-2(1+rs)}{(1+r)^3}
=\frac{s-2-rs}{(1+r)^3}.$$

For $s>2$ this changes from positive to negative at $r=(s-2)/s$. There $1+rs=s-1$ and $1+r=2(s-1)/s$, so

$$\left(\frac{\mu_{app}}{\mu}\right)_{max}=\frac{s^2}{4(s-1)}.$$

For a contact with $R_c\propto x^{-3}$ the peak ratio is $9/8$, and for $x^{-4}$ it is $4/3$, provided that the sweep reaches the required $r$. Steeper contacts allow larger errors, and within this model the ratio has no upper limit as $s$ grows.

**A worked case**

Choose $\mu=1$ cm²/Vs, $L=50$ µm, $W=1000$ µm, $V_T=5$ V and $V_D=0.1$ V. A 240 nm dielectric with relative permittivity 4 gives $C=14.76$ nF/cm². With $W/L=20$, this makes $k=0.295$ µS/V.

Let the width-normalised contact resistance be a floor plus a part controlled by the gate:

$$R_cW=\rho_0+\rho_1e^{-x/v},$$

with $\rho_0=0.5$ kΩ cm, $\rho_1=5000$ kΩ cm and $v=3$ V. Only the second part varies, so

$$s=\frac{x}{v}\,\frac{\rho_1e^{-x/v}}{\rho_0+\rho_1e^{-x/v}}.$$

In the limit of small drain voltage, the formula gives:

| $V_G$ (V) | $r$ | $s$ | $\mu_{app}$ (cm²/Vs) |
|---:|---:|---:|---:|
| 15 | 5.28 | 3.32 | 0.47 |
| 21 | 1.16 | 5.23 | 1.51 |
| 24 | 0.53 | 6.00 | 1.78 |
| 32 | 0.09 | 4.97 | 1.22 |
| 40 | 0.06 | 0.92 | 0.94 |

The peak is at $V_G=24.3$ V, or $x=19.3$ V. There $R_{ch}=175.6$ kΩ and $R_c=85.4$ kΩ, hence $r=0.486$, while $s=6.056$. The extracted value is

$$\mu_{app}=\frac{1+0.486\times6.056}{(1.486)^2}\ \text{cm}^2/\text{Vs}
=\frac{3.943}{2.208}\ \text{cm}^2/\text{Vs}=1.79\ \text{cm}^2/\text{Vs}.$$

The channel mobility is 1 cm²/Vs throughout, so the error is 79% of the true value. The fixed-$s$ maximum at this steepness is 1.81 times the true value. The peak falls slightly short of it because $s$ and $r$ change together during the sweep.

The split of the slope shows the cause. In units of $kV_D$, the carrier term is $1/1.486=0.67$ and the voltage-transfer term is $0.486\times5.056/2.208=1.11$. If $R_c$ is frozen at 85.4 kΩ while the gate varies, the second effect is reversed: the channel then loses voltage share as its own resistance falls. The extracted mobility at the same point drops to 0.45 cm²/Vs. The contact has the same size in both cases; its gate dependence makes the difference.

The overestimate extends from $V_G=18.25$ to 36.91 V. Above that window the constant floor dominates $R_c$, $s$ stays below $2+r$, and the ordinary underestimate returns.

**What remains of the lower bound**

Your bound does hold for an average. In this model $I=0$ at threshold, so integrating the extracted mobility from threshold to $x$ gives

$$\frac1x\int_0^x\mu_{app}\,dx'
=\frac{L\,I(x)}{WCV_Dx}=\frac{\mu}{1+r}\le\mu.$$

At the peak this average is 0.67 cm²/Vs. The high slope there is outweighed by the low slope at lower gate voltage.

The average needs the true threshold, however. Suppose that the threshold is instead found by extending the tangent at the peak to zero current. Since $I=kxV_D/(1+r)$, the tangent crosses zero at

$$x_t=x-\frac{I}{dI/dx}
=x\left[1-\frac{1+r}{1+rs}\right]
=x\,\frac{r(s-1)}{1+rs}.$$

In the example $x_t=12.0$ V, which puts the apparent threshold at $V_G=17.0$ V instead of 5 V. Dividing the current by the overdrive measured from this late threshold reproduces the tangent slope, and so the same 1.79 cm²/Vs. Agreement between those two numbers is not an independent check.

**Does a longer channel cure it?**

At a fixed gate voltage, $r\propto1/L$, so the ratio tends to one as $L$ grows. For small $r$ it is approximately $1+r(s-2)$, which approaches one from above when $s>2$. If $r$ starts above $(s-2)/s$, lengthening the channel first raises the ratio at that gate voltage.

The peak of a full sweep is more persistent. With the contact law and the other parameters unchanged, the peak is 1.88 cm²/Vs for $L=20$ µm, 1.66 for 100 µm and still 1.33 for 500 µm. The reason is that the peak moves. Where the floor is negligible, the point with a given $r$ satisfies

$$x=v\ln\!\left(\frac{kx\rho_1}{Wr}\right),$$

in which $L$ enters through $k$, inside a logarithm. A longer channel shifts the region of comparable resistances to lower gate voltage, but the exponential contact is still steep there. This slow decline belongs to the chosen contact law and to this range of lengths. For shorter channels the floor lowers the peak again, to 1.65 cm²/Vs at 5 µm. For a pure power law $R_c\propto x^{-s}$ with $s>2$ the peak does not decline at all: it stays at $s^2/[4(s-1)]$ times $\mu$ for every $L$, as long as the sweep reaches $r=(s-2)/s$.

**Measurements that separate the two**

One method uses several channel lengths. At each gate voltage,

$$R_{tot}(L)=\frac{L}{WC\mu x}+R_c(x).$$

The contact appears in the intercept and drops out of the slope. The inverse slope is $WC\mu x$; its derivative with respect to gate voltage, divided by $WC$, gives $\mu$. This requires a constant $\mu$, ohmic contacts, and devices with the same threshold, channel mobility and contact resistance. For noiseless model currents at $V_D=0.1$ V and five lengths from 20 to 500 µm, it returns 1.000 cm²/Vs at the gate voltage of the peak. The intercept gives $R_cW=8.555$ kΩ cm, against a true 8.541 kΩ cm.

The ohmic condition matters. In a non-ohmic contact the resistance depends on the current, which changes with $L$, so it no longer drops out of the slope. With the blocking diode described below, the same fit at $V_D=0.1$ V gives only about 0.3 cm²/Vs at this gate voltage. The drain voltage must be low enough to keep the contact drop well below the thermal voltage, 25.9 mV at 300 K, in every device.

The other method places two voltage probes inside the channel, drawing no current and leaving the channel undisturbed. The current divided by the voltage between them gives the conductance of that section of the channel, without the contacts. Its derivative with respect to gate voltage, multiplied by the probe spacing and divided by $WC$, gives $\mu$. With probes at one third and two thirds of the length, the model gives 1.003 cm²/Vs.

The remaining 0.3% has a simple origin. The channel's mean potential is about $(V_s+V_D)/2$ if the whole contact drop $V_s=V_Dr/(1+r)$ is at the source. As the gate is raised, $V_s$ falls, so the mean local overdrive grows slightly faster than $x$. The excess is

$$\frac{V_D}{2x}\frac{r(s-1)}{(1+r)^2}
=\frac{0.1}{2\times19.3}\times1.11=0.003.$$

**A peak does not prove a contact artefact either**

Suppose that the channel mobility itself varies as $\mu(x)\propto x^\gamma$. Then $R_{ch}\propto x^{-(1+\gamma)}$, so $R_{ch}'=-(1+\gamma)R_{ch}/x$. Repeating the derivation with this one change gives

$$\frac{\mu_{app}}{\mu(x)}=\frac{1+\gamma+rs}{(1+r)^2}.$$

With perfect contacts the ratio is already $1+\gamma$. For $\gamma=0.2$ it is 1.20 without contacts and 1.88 at the example's peak. More generally, perfect contacts give $\mu_{app}=d(x\mu)/dx$, so a channel mobility that rises steeply and then levels off can also produce a peak. The derivatives used in the two methods above then return $d(x\mu)/dx$ as well, not $\mu(x)$: they remove the contact, but not this effect. The transfer curve of one device does not identify the cause; the contact has to be measured.

**How far to trust the numbers for a real device**

The parameters are meant for a small-molecule organic transistor on an oxide gate, for which a mobility near 1 cm²/Vs is a rough typical value for good films. Width-normalised contact resistances of roughly 1 to 100 kΩ cm are plausible when such a device is well switched on. The floor of 0.5 kΩ cm is somewhat below that range, the 5000 kΩ cm at threshold is far above it, and a single exponential over the whole sweep is a modelling choice.

The most doubtful assumption is the ohmic contact. At the peak it drops 32.7 mV, more than the thermal voltage $V_{th}=k_BT/e=25.9$ mV at 300 K, where $k_B$ is Boltzmann's constant. An injection barrier need not be linear at that drop. Two alternatives with the same low-voltage resistance show the sensitivity, with $V_c$ the contact voltage:

- A blocking diode, $I=(V_{th}/R_c)(1-e^{-V_c/V_{th}})$, raises the peak from 1.79 to 2.54 cm²/Vs.
- A contact that conducts better at higher voltage, $I=(2V_{th}/R_c)\sinh[V_c/(2V_{th})]$, lowers it to 1.69 cm²/Vs.

The size of the error thus depends strongly on the contact physics, although both variants still overestimate the mobility.

The other corrections estimated here are smaller than that of the blocking diode. Dividing the channel into 120 cells, each with its own local overdrive, gives 1.78 cm²/Vs at $V_D=0.1$ V and 1.75 at 1 V, for the same gate voltage and an ohmic contact whose resistance is set by $x$ alone. If a source contact is instead set by the local overdrive $x-V_s$ at the channel edge, the correction changes sign, and the values are 1.79 and about 1.85. Warming to 330 K, with an assumed contact barrier of 0.2 eV and the channel mobility held fixed, halves the gated contact resistance and lowers the peak to 1.62 cm²/Vs.

At $V_G=40$ V the dielectric field is 1.67 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down. The estimated tunnelling factor, for a 3 eV barrier and half the free-electron mass, is about $10^{-65}$. At the peak the carriers fill 0.4% of an assumed $4\times10^{14}$ molecular sites per cm², and the dissipated power is 0.08 mW/cm². Trapping, hysteresis and leakage through dielectric defects are not included, and these estimates do not bound them.

So the peak in your question is not a safe lower bound. A channel of 1 cm²/Vs with a steeply gated contact can produce it, and the inner probes would show the difference. So would the length series, if the drain voltage is low enough for the contacts to be ohmic. The numerical output below lists further points of the sweep and the comparisons.

## Computed values

```
inputs: mu = 1.0 cm2/Vs, L = 50 um, W = 1000 um, V_T = 5 V, V_D = 0.1 V
dielectric: 240 nm, eps_r = 4.0, C = 14.76 nF/cm2; k = 0.2951 uS/V
contact: floor 0.5 kohm cm, gated part at threshold 5000 kohm cm, decay 3.0 V
V_G(V) x(V) I(uA) RcW(kohm cm) r s mu_app formula, simulated (cm2/Vs)
 10.0   5.0  0.00986   944.878  13.944  1.666  0.1085  0.1084
 15.0  10.0  0.04693   178.870   5.279  3.324  0.4704  0.4696
 18.0  13.0  0.10828    66.119   2.537  4.301  0.9521  0.9498
 21.0  16.0  0.21778    24.640   1.164  5.225  1.5124  1.5085
 24.0  19.0  0.36661     9.381   0.526  5.996  1.7838  1.7798
 27.0  22.0  0.52056     3.767   0.245  6.360  1.6498  1.6474
 32.0  27.0  0.73039     1.117   0.089  4.972  1.2164  1.2157
 40.0  35.0  0.97674     0.543   0.056  0.921  0.9429  0.9430
peak (V_D -> 0): V_G = 24.30 V, x = 19.30 V, mu_app = 1.786 cm2/Vs
at peak: r = 0.486, s = 6.056, 2 + r = 2.486, bound s^2/(4(s-1)) = 1.813
at peak: R_ch = 175.6 kohm, R_c = 85.4 kohm, I = 0.3823 uA
overestimate window: V_G = 18.25 to 36.91 V
R_c frozen at its peak-point value: mu_app = 0.453 cm2/Vs
average mu_app from threshold to peak: 0.673 cm2/Vs
tangent threshold at peak: V_G = 17.03 V, shift 12.03 V
contact ~ x^-1: largest mu_app/mu in scan = 0.5000
contact ~ x^-2: largest mu_app/mu in scan = 0.9093
contact ~ x^-3: largest mu_app/mu in scan = 1.1250
contact ~ x^-4: largest mu_app/mu in scan = 1.3333
L = 20 um: peak mu_app = 1.885 cm2/Vs at V_G = 26.74 V
L = 50 um: peak mu_app = 1.786 cm2/Vs at V_G = 24.30 V
L = 100 um: peak mu_app = 1.657 cm2/Vs at V_G = 22.43 V
L = 200 um: peak mu_app = 1.514 cm2/Vs at V_G = 20.65 V
L = 500 um: peak mu_app = 1.334 cm2/Vs at V_G = 18.58 V
length fit: mu = 1.0004 cm2/Vs, RcW = 8.555 kohm cm (true 8.541)
inner probes: mu = 1.0029 cm2/Vs
finite V_D at peak gate: 0.1 V gives 1.782, 1.0 V gives 1.748 cm2/Vs
contact drop at peak 32.7 mV, kT/e at 300 K 25.9 mV
blocking-diode contact: peak 2.539 cm2/Vs at V_G = 25.60 V
sinh contact (scale 2kT/e): peak 1.694 cm2/Vs at V_G = 24.78 V
channel mobility ~ x^0.2: mu_app/mu(x) = 1.876, without contacts 1.200
at 330 K, contact barrier 0.2 eV: gated R_c times 0.495, peak 1.625 cm2/Vs at V_G = 22.30 V
dielectric field at V_G = 40 V: 1.67 MV/cm
tunnelling factor there (barrier 3 eV, mass 0.5 m_e): 10^-65
carriers at peak: 1.78e+12 cm^-2, 0.44 % of 4e+14 sites per cm2
dissipated power density at peak: 0.076 mW/cm2
```
